# Second-order dispersion coefficients from multipole polarisabilities, with hydrogen C8, part 2

Two neutral atoms A and B, with fixed nuclei a distance $R$ apart along $z$, are in non-degenerate ground states $|0\rangle$ of zero angular momentum; $|00\rangle$ is the state with both atoms in $|0\rangle$. Exchange between the atoms, relativity and retardation are left out. Atomic units are used until stated otherwise.

Electron positions are measured from the electron's own nucleus. The multipole operator of an atom is $Q_{lm}=\sum_i r_i^l\,C_{lm}(\theta_i,\phi_i)$, with $C_{lm}=\sqrt{4\pi/(2l+1)}\,Y_{lm}$. With excited states $|k\rangle$ at energies $\Delta_k>0$ above the ground state, the polarisability is

$$\alpha_l(i\omega)=\sum_k\frac{2\Delta_k\,|\langle k|Q_{l0}|0\rangle|^2}{\Delta_k^2+\omega^2}. \tag{3}$$

The interaction of charges $q_a$ at $\mathbf r_a$ in A and $q_b$ at $\mathbf r_b$ in B, nuclei included, is

$$V=\sum_{l_1,l_2,m}\frac{(-1)^{l_2}(l_1+l_2)!}{R^{l_1+l_2+1}}\Big[\sum_aq_aS_{l_1m}(\mathbf r_a)\Big]\Big[\sum_bq_bS_{l_2,-m}(\mathbf r_b)\Big]. \tag{15}$$

Here $S_{lm}(\mathbf r)=r^lC_{lm}/\sqrt{(l+m)!\,(l-m)!}$. For neutral atoms only $l_1,l_2\ge1$ survive.

The second-order energy is $E_2=-\sum_{n\ge3}C_{2n}/R^{2n}$, an asymptotic series. Let $\gamma$ number the levels of angular momentum $l$, with gaps $\Delta_{\gamma l}$, amplitudes $q_{\gamma l}=\langle\gamma l0|Q_{l0}|0\rangle$ and strengths $s_{\gamma l}=|q_{\gamma l}|^2$. Then

$$C_{2n}=\sum_{\substack{l_1+l_2=n-1\\l_1,l_2\ge1}}\binom{2n-2}{2l_1}\sum_{\gamma,\gamma'}\frac{|q^A_{\gamma l_1}|^2\,|q^B_{\gamma'l_2}|^2}{\Delta^A_{\gamma l_1}+\Delta^B_{\gamma'l_2}}. \tag{24}$$

An integral over frequency separates the two atoms and gives the equivalent form

$$C_{2n}=\sum_{\substack{l_1+l_2=n-1\\ l_1,l_2\ge1}}\frac{(2n-2)!}{2\pi\,(2l_1)!\,(2l_2)!}\int_0^\infty\alpha^A_{l_1}(i\omega)\,\alpha^B_{l_2}(i\omega)\,d\omega . \tag{4}$$

### The first three coefficients

For $n=3$ there is one term, $l_1=l_2=1$, with the factor $4!/(2\pi\cdot2!\cdot2!)=3/\pi$. For $n=4$ the pairs $(1,2)$ and $(2,1)$ each carry $6!/(2\pi\cdot2!\cdot4!)=15/(2\pi)$. For $n=5$ the pairs $(1,3)$ and $(3,1)$ each carry $14/\pi$, and $(2,2)$ carries $35/\pi$. For two equal atoms,

$$C_6=\frac3\pi\int_0^\infty\alpha_1^2\,d\omega,\qquad C_8=\frac{15}\pi\int_0^\infty\alpha_1\alpha_2\,d\omega,\qquad C_{10}=\frac{28}\pi\int_0^\infty\alpha_1\alpha_3\,d\omega+\frac{35}\pi\int_0^\infty\alpha_2^2\,d\omega. \tag{28}$$

For unequal atoms both orderings in $C_8$ must be kept, each with $15/(2\pi)$.

### Where second order is the whole coefficient

In perturbation order $p$, an energy term contains $p$ factors of $V$. On each atom the $p$ multipole operators lead from the ground state back to itself. Since $Q_{lm}$ has parity $(-1)^l$, the ranks on each atom must add up to an even number. Let the sums be $\Sigma_A$ and $\Sigma_B$. The term falls off as $R^{-(\Sigma_A+\Sigma_B+p)}$, and every rank is at least 1.

For $p=3$ the smallest even sum is 4, from ranks 1, 1 and 2. The leading power is then $4+4+3=11$, and all third-order powers are odd. For $p=4$ the smallest sums are $4$ and $4$, which gives $R^{-12}$. The additional fourth-order term that contains $E_2$ as a factor is also of order $R^{-6}\cdot R^{-6}$. For $p\ge5$ the power is at least $3p\ge15$. Under the stated assumptions, (4) is therefore the whole coefficient for $C_6$, $C_8$ and $C_{10}$. From $R^{-12}$ on it is the second-order part.

Charged atoms need separate treatment. If atom A has net charge $q$, the $l_1=0$ part of (15) survives and polarises B, which gives $-q^2\alpha_1^B(0)/(2R^4)$. This term is not of the form (4).

### Static polarisabilities of hydrogen

Hydrogen with an infinitely heavy nucleus has $\psi_0=e^{-r}/\sqrt\pi$ and ground-state energy $E_0=-\tfrac12$. Write the response to $Q_{l0}$ as $g\psi_0$. Because $\nabla\psi_0=-\hat{\mathbf r}\psi_0$,

$$(H_0-E_0)\,g\psi_0=-\tfrac12\psi_0\nabla^2g-\nabla g\cdot\nabla\psi_0=\psi_0\left[-\tfrac12\nabla^2g+\partial_rg\right]. \tag{29}$$

For $g=r^lC_{l0}\,p(r)$ the bracket equals $r^lC_{l0}\,\mathcal Dp$ with

$$\mathcal Dp=-\tfrac12p''-\frac{l+1}{r}p'+p'+\frac lr\,p. \tag{30}$$

The static response solves $(H_0-E_0)g\psi_0=Q_{l0}\psi_0$, that is, $\mathcal Dp=1$. The trial form $p=c_0+c_1r$ gives $c_1(l+1)=1$ from the constant terms and $lc_0=(l+1)c_1$ from the $1/r$ terms. Hence $p=1/l+r/(l+1)$. The sum over states in (3) at $\omega=0$ is $2\langle0|Q_{l0}|g\psi_0\rangle$. The angular average of $C_{l0}^2$ is $1/(2l+1)$, and $\langle r^n\rangle=4\int_0^\infty r^{n+2}e^{-2r}dr=(n+2)!/2^{n+1}$. Therefore

$$\alpha_l(0)=\frac{2}{2l+1}\,\frac{(2l+2)!}{2^{2l+1}}\left[\frac1l+\frac{2l+3}{2(l+1)}\right]=\frac{(2l+2)!\,(l+2)}{2^{2l+1}\,l(l+1)}, \tag{31}$$

because the bracket equals $(2l+1)(l+2)/[2l(l+1)]$. This gives $\alpha_1(0)=9/2$ and $\alpha_2(0)=15$ in atomic units. The second value is a useful check on a code, since a quadrupole operator with another normalisation changes it.

### A finite basis for all frequencies

At finite $\omega$, expand $p$ in the Laguerre polynomials $L_k^{(2l+2)}(2r)$ with $k=0,\dots,N-1$. They are orthogonal with the weight $r^{2l+2}e^{-2r}$ that the radial integrals contain. Diagonalising $H_0-E_0$ in this basis gives $N$ effective gaps and strengths, which replace the discrete and continuum states in (3).

For $N=2$ this can be done by hand. The normalised functions are $e_0=1$ and $e_1=(2l+3-2r)/\sqrt{2l+3}$, with averages taken over the normalised weight. From (30), $\mathcal D1=l/r$ and $\mathcal Dr=(l+1)(1-1/r)$, so

$$\mathcal D(2l+3-2r)=\frac{(2l+1)(l+2)}r-2(l+1). \tag{32}$$

The average of $1/r$ is $1/(l+1)$. The average of $(2l+3-2r)/r$ is $(2l+3)/(l+1)-2=1/(l+1)$, and $e_1$ is orthogonal to a constant. The matrix elements are

$$H_{00}=\frac l{l+1},\qquad H_{01}=\frac{l}{(l+1)\sqrt{2l+3}},\qquad H_{11}=\frac{(2l+1)(l+2)}{(l+1)(2l+3)}. \tag{33}$$

For $l=1$ the trace is $7/5$ and the determinant is $2/5$, so the gaps are $2/5$ and $1$. For $l=2$ they are $(17\mp\sqrt{37})/21$.

The source $Q_{l0}\psi_0$ corresponds to $p=1$ and lies wholly along $e_0$. Its squared norm is $S_l=\langle r^{2l}\rangle/(2l+1)$, which is $1$ for $l=1$ and $9/2$ for $l=2$. Let the lower effective state hold the fraction $w$ of this norm. Then $w\Delta_1+(1-w)\Delta_2=H_{00}$, or $w=(\Delta_2-H_{00})/(\Delta_2-\Delta_1)$. For $l=1$, $w=5/6$, and the strengths are $5/6$ and $1/6$. They reproduce the static value: $2\,[(5/6)/(2/5)+1/6]=9/2$. This had to happen, because the static response $p=1/l+r/(l+1)$ lies in the two-function space.

### When a finite basis gives a lower bound

Let $|s\rangle=Q^A_{l_10}Q^B_{l_20}|00\rangle$, and let $\mathcal A$ be the Hamiltonian of the two free atoms minus its ground-state energy. The inner sum in (24) is $\langle s|\mathcal A^{-1}|s\rangle$. For any trial function $\chi$ in the space of doubly excited states, where $\mathcal A$ is positive,

$$2\,\mathrm{Re}\langle\chi|s\rangle-\langle\chi|\mathcal A|\chi\rangle=\langle s|\mathcal A^{-1}|s\rangle-\langle\chi-\mathcal A^{-1}s|\mathcal A|\chi-\mathcal A^{-1}s\rangle\le\langle s|\mathcal A^{-1}|s\rangle. \tag{34}$$

The largest value of the left side over all linear combinations of products of the basis functions, one factor for each atom, is the pair sum over effective states. A finite basis for the excited states therefore bounds $C_{2n}$ from below, and a larger basis that contains the smaller one cannot lower the result. This holds as long as $|00\rangle$ and its energy are exact, as they are for the basis used here, which is built on the exact $\psi_0$. If the ground state is itself approximated in the finite basis, both the source $|s\rangle$ and the gaps change, and neither statement is guaranteed. For hydrogen in the Gaussian basis aug-cc-pVTZ the same pair sum gives $C_6=6.506$ a.u., above the exact 6.499.

### Worked example: $C_8$ from four terms

From here on energies are in eV and lengths in angstrom. Each factor of $V$ carries $\kappa=e^2/(4\pi\varepsilon_0)=14.39965$ eV Å. For equal atoms the two orderings in (24) give $2\binom62=30$, so

$$C_8=30\,\kappa^2\sum_{i,j}\frac{s_{i1}\,s_{j2}}{\Delta_{i1}+\Delta_{j2}},\qquad30\,\kappa^2=6220.5\ \mathrm{eV^2\,Å^2}. \tag{35}$$

The effective states for $N=2$ are:

- Dipole: gaps 10.88455 and 27.21139 eV, strengths 0.233357 and 0.046671 Å$^2$.
- Quadrupole: gaps 14.14634 and 29.91019 eV, strengths 0.263454 and 0.089418 Å$^4$.

The term from the two lower states is

$$\frac{6220.5\times0.233357\times0.263454}{10.88455+14.14634}=\frac{382.43}{25.03089}=15.278\ \mathrm{eV\,Å^8}. \tag{36}$$

The other three terms follow in the same way. The lower dipole state with the upper quadrupole state gives 3.182, the upper dipole state with the lower quadrupole state gives 1.849, and the two upper states give 0.454 eV Å$^8$. The total is

$$15.278+3.182+1.849+0.454=20.763\ \mathrm{eV\,Å^8}, \tag{37}$$

which agrees with the printed 20.764 within the rounding of the terms.

One function per $l$ gives 19.362 eV Å$^8$, three give 20.813, and both ten and twenty give 20.815. Relative to the last value, one function is 7.0% too low and two functions are 0.25% too low. The approach from below is the behaviour required by (34). The results of the largest basis are

$$C_6=3.883\ \mathrm{eV\,Å^6}=6.499\ \text{a.u.},\qquad C_8=20.82\ \mathrm{eV\,Å^8}=124.4\ \text{a.u.} \tag{38}$$

The same basis gives $C_{10}=154.0$ eV Å$^{10}$.

### Using the frequency integral

If $\alpha_l$ is expressed in Å$^{2l+1}$ and the integration variable is $\hbar\omega$ in eV, (4) gives $C_{2n}$ directly in eV Å$^{2n}$. The sum over excited states in (3) then needs one factor of $\kappa$. At $\hbar\omega=10$ eV the two dipole states give

$$\alpha_1=14.39965\left[\frac{2(10.88455)(0.233357)}{10.88455^2+10^2}+\frac{2(27.21139)(0.046671)}{27.21139^2+10^2}\right]=0.3783\ \mathrm{Å^3}. \tag{39}$$

The large basis gives 0.3798 Å$^3$, so the two-state value is 0.4% low relative to it, although both agree at zero frequency. Between 0 and 40 eV, $\alpha_1$ falls from 0.6668 to 0.0578 Å$^3$ and $\alpha_2$ from 0.6224 to 0.0902 Å$^5$.

The half line can be mapped to $-1<t<1$ by $\omega=\omega_0(1+t)/(1-t)$, with $d\omega=2\omega_0\,dt/(1-t)^2$, and integrated with Gauss-Legendre points. Here $\omega_0$ is a frequency of the order of the gaps. In a finite basis each $\alpha_l$ falls as $\omega^{-2}$, so the transformed integrand stays finite at $t=1$.

Two tests bear on separate parts of the derivation. The polarisabilities agree with a finite-difference solution of the radial response equation to a relative $10^{-3}$. In small bases, with five radial functions per $l$ for $C_6$ and $C_8$ and four for $C_{10}$, the coefficients from (4) agree to a relative $10^{-8}$ with a variational calculation for both electrons together. That calculation uses the interaction in Cartesian form and the same radial powers, and it needs neither the sum over $m$ nor the frequency integral.

### Size of the terms and range of use

At $R=8$ Å the leading energy is $-C_6/R^6=-1.481\times10^{-5}$ eV, and the next is $-C_8/R^8=-1.241\times10^{-6}$ eV. Their ratio is

$$\frac{C_8}{C_6R^2}=\left(\frac{2.315\ \text{Å}}{R}\right)^2=0.084\quad\text{at }R=8\ \text{Å}. \tag{40}$$

The $C_{10}$ term is $154.0/(3.883\times8^4)=0.0097$ of the $C_6$ term at the same distance, so the first three terms decrease quickly there. At 2.3 Å the $C_6$ and $C_8$ terms would be equal, and the expansion has lost its order. At such distances the electron clouds also overlap, and the neglected exchange and overlap energies matter. At the other end, the static Coulomb interaction requires $R$ to be small compared with $\hbar c/\Delta$ for the gaps that dominate the sum. Beyond that distance retardation changes the power law. The coefficients belong to the model with fixed nuclei. Both the text and the numerical output give them to more digits than the neglected nuclear motion and relativity would justify for real hydrogen atoms.

## Numbers as computed

```
Hartree energy = 27.211386 eV
Bohr radius = 0.5291772 angstrom
e^2/(4 pi eps0) = 14.39965 eV angstrom
static alpha_1 = 0.666831 angstrom^3
static alpha_2 = 0.622439 angstrom^5
hbar*omega = 5 eV: alpha_1 = 0.557538 angstrom^3, alpha_2 = 0.560366 angstrom^5
hbar*omega = 10 eV: alpha_1 = 0.379780 angstrom^3, alpha_2 = 0.435887 angstrom^5
hbar*omega = 20 eV: alpha_1 = 0.174285 angstrom^3, alpha_2 = 0.239729 angstrom^5
hbar*omega = 40 eV: alpha_1 = 0.057795 angstrom^3, alpha_2 = 0.090202 angstrom^5
Two basis functions per l:
  l=1 state 1: gap = 10.88455 eV, strength = 0.233357 angstrom^2
  l=1 state 2: gap = 27.21139 eV, strength = 0.046671 angstrom^2
  l=2 state 1: gap = 14.14634 eV, strength = 0.263454 angstrom^4
  l=2 state 2: gap = 29.91019 eV, strength = 0.089418 angstrom^4
  C8 term, dipole state 1, quadrupole state 1: 15.27825 eV angstrom^8
  C8 term, dipole state 1, quadrupole state 2: 3.18176 eV angstrom^8
  C8 term, dipole state 2, quadrupole state 1: 1.84937 eV angstrom^8
  C8 term, dipole state 2, quadrupole state 2: 0.45447 eV angstrom^8
C8 with 1 functions per l = 19.361844 eV angstrom^8
C8 with 2 functions per l = 20.763849 eV angstrom^8
C8 with 3 functions per l = 20.812929 eV angstrom^8
C8 with 5 functions per l = 20.815017 eV angstrom^8
C8 with 10 functions per l = 20.815024 eV angstrom^8
C8 with 20 functions per l = 20.815024 eV angstrom^8
C6 = 3.88334 eV angstrom^6 = 6.49903 atomic units
C8 = 20.81502 eV angstrom^8 = 124.3991 atomic units
C10 = 153.9596 eV angstrom^10 = 3285.828 atomic units
separation R = 8.0 angstrom
-C6/R^6 = -1.4814e-05 eV
-C8/R^8 = -1.2407e-06 eV
ratio of the C8 term to the C6 term = 0.0838
length sqrt(C8/C6) = 2.3152 angstrom
```
